# Porosity Spread Among 20 nm Cubes: Leading Estimate and First Correction

## The decision

Suppose a calculation of field or capacitance in a porous interlayer dielectric divides the film into cells, here cubes of edge 20 nm, and gives each cell a porosity. One must decide whether every cell may carry the film's mean porosity, and if not, how wide a distribution to draw from. For 30 percent porosity and an exponential autocovariance with a 1 nm decay length, the large-cube estimate of the standard deviation is 2.6 percentage points. The first correction matters at this cell size: the model's actual spread is 2.3 points. Both numbers have a use, because they answer different questions about the cells.

## Model and exact starting point

Let \(I(\mathbf x)=1\) in a pore and \(0\) in the solid. The medium is statistically homogeneous and isotropic, with mean porosity \(\langle I\rangle=p\). Since \(I^2=I\), the variance at a point is \(\langle I^2\rangle-\langle I\rangle^2=p-p^2=p(1-p)\). The assumed autocovariance is

\[
C(r)=\langle I(\mathbf x)I(\mathbf x+\mathbf r)\rangle-p^2=p(1-p)\,e^{-r/a}.
\]

The porosity of a cube of volume \(V=L^3\) is \(\phi=V^{-1}\int_V I\,d^3x\). Its mean is \(p\), and squaring its deviation from the mean gives

\[
\sigma^2=\langle(\phi-p)^2\rangle=\frac1{V^2}\int_V\!\int_V C(|\mathbf x-\mathbf y|)\,d^3x\,d^3y .
\]

The integrand depends on the separation \(\mathbf r=\mathbf y-\mathbf x\) alone. For a given \(\mathbf r\), the points \(\mathbf x\) for which both \(\mathbf x\) and \(\mathbf x+\mathbf r\) lie in the cube fill a box with edges \(L-|r_i|\). Hence

\[
\sigma^2=\frac1V\int_{|r_i|<L} C(r)\prod_{i=1}^{3}\left(1-\frac{|r_i|}{L}\right)d^3r. \tag{1}
\]

One factor \(1/V\) has been absorbed by dividing each edge \(L-|r_i|\) by \(L\).

## Leading order

When \(L\gg a\), the covariance has died out before the product in (1) differs much from one. Replacing the product by one and extending the integral to all space gives

\[
\int e^{-r/a}d^3r=4\pi\int_0^\infty r^2e^{-r/a}dr=4\pi\cdot2a^3=8\pi a^3,
\]

\[
\sigma_0^2=8\pi\,p(1-p)\left(\frac aL\right)^3. \tag{2}
\]

For the example, \(8\pi a^3=25.13\ \text{nm}^3\) and \(V=8000\ \text{nm}^3\), so

\[
\sigma_0^2=0.21\times\frac{25.13}{8000}=6.60\times10^{-4},\qquad \sigma_0=2.57\ \text{points}.
\]

The cube behaves as if it held \(8000/25.13\approx318\) independent blocks, each wholly pore or wholly solid. Taking blocks of volume \(a^3\) instead would give 0.51 points, too small by a factor \(\sqrt{8\pi}\approx5\). The large block volume comes from the tail: shells of radius \(r\) have area \(4\pi r^2\), and 42 percent of the integral comes from \(r>3a\), where \(C\) is below 5 percent of its initial value.

In this model \(C\) is positive and the product in (1) lies between zero and one. Therefore \(\sigma<\sigma_0\) at every \(L\): the leading estimate is an upper bound. This argument needs \(C\ge0\). If the covariance has negative parts, its integral can be small or even zero while the cube variance remains positive, and \(\sigma_0\) is then no bound.

## The first correction and the rest of the series

With \(u_i=|r_i|/L\), the product expands as

\[
\prod_i(1-u_i)=1-\sum_i u_i+\sum_{i<j}u_iu_j-u_1u_2u_3 .
\]

Let an overbar denote the average with weight \(e^{-r/a}/(8\pi a^3)\) over all space. Write \(\mathbf r=r\mathbf n\), so that radial and angular averages separate. The radial ones are

\[
\overline{r^n}=\frac{\int_0^\infty r^{n+2}e^{-r/a}dr}{2a^3}=\frac{(n+2)!}{2}\,a^n,
\]

that is, \(3a\), \(12a^2\) and \(60a^3\) for \(n=1,2,3\). For the angular averages, put the polar axis along \(z\), so that \(n_z=\cos\theta\), \(n_x=\sin\theta\cos\varphi\) and \(n_y=\sin\theta\sin\varphi\):

\[
\overline{|n_z|}=\tfrac12\int_0^\pi|\cos\theta|\sin\theta\,d\theta=\tfrac12,
\]

\[
\overline{|n_xn_y|}=\frac1{4\pi}\int_0^\pi\sin^3\theta\,d\theta\int_0^{2\pi}|\cos\varphi\sin\varphi|\,d\varphi=\frac1{4\pi}\cdot\frac43\cdot2=\frac2{3\pi},
\]

\[
\overline{|n_xn_yn_z|}=\frac1{4\pi}\int_0^\pi\sin^3\theta|\cos\theta|\,d\theta\cdot2=\frac1{4\pi}\cdot\frac12\cdot2=\frac1{4\pi}.
\]

Multiplying radial and angular parts,

\[
\overline{|x|}=\frac{3a}2,\qquad \overline{|xy|}=\frac{8a^2}\pi,\qquad \overline{|xyz|}=\frac{15a^3}\pi .
\]

There are three single terms, three pairs and one triple, so

\[
\sigma^2=\sigma_0^2\left[1-\frac{9a}{2L}+\frac{24a^2}{\pi L^2}-\frac{15a^3}{\pi L^3}\right]. \tag{3}
\]

The series in \(a/L\) stops here because the product has no higher terms. The remaining error comes from integrating over all space instead of \(|r_i|<L\). The added region has \(r>L\), so the error carries a factor \(e^{-L/a}\), multiplied by powers of \(L/a\).

For \(a/L=1/20\) the bracket is

\[
1-0.2250+0.0191-0.0006=0.7935,
\]

and thus \(\sigma^2=5.235\times10^{-4}\) and \(\sigma=2.29\) points. The leading estimate is 12 percent too large relative to this value. The first correction does most of the work: the square root of (3) begins

\[
\sigma\simeq\sigma_0\left(1-\frac{9a}{4L}\right)=2.569\times0.8875=2.28\ \text{points}.
\]

Direct three-dimensional quadrature of (1) tests the formula:

| Edge (nm) | \(\sigma_0\) (points) | Eq. (3) (points) | Quadrature (points) |
|---|---:|---:|---:|
| 10 | 7.2649 | 5.7279 | 5.7281 |
| 20 | 2.5685 | 2.2880 | 2.2880 |
| 40 | 0.9081 | 0.8578 | 0.8578 |
| 80 | 0.3211 | 0.3121 | 0.3121 |

At 10 nm the formula is slightly low. This is the sign expected from the extended range: just beyond one face of the integration region, one factor \(1-|r_i|/L\) is negative, so the added piece lowers the result.

The opposite limit shows where the expansion fails. For \(L\ll a\), both points of every pair are close together, \(C\simeq p(1-p)\), and (1) gives \(\sigma^2\to p(1-p)\): each cube is almost surely all pore or all solid. Equation (2) instead diverges. It already reaches \(p(1-p)\) at \(L=(8\pi)^{1/3}a\approx2.9a\), where the bracket in (3) has fallen to 0.16. The neglected terms, \(e^{-L/a}\approx0.05\) multiplied by powers of \(L/a\), are not negligible beside it, so (3) loses accuracy too: the exact ratio \(\sigma^2/\sigma_0^2\) from (1) is 0.186 there, and (3) is 12 percent low in variance and 6 percent low in spread.

## Where the missing variance goes

Consider two cubes that share a face normal to \(x\). A pair with one point in each has \(x\)-separation \(r_x>0\), and for \(r_x<L\) the available length is \(r_x\) instead of \(L-|r_x|\). Separations \(r_x>L\) contribute exponentially little. Integration over the half-space \(r_x>0\) gives half the full-space averages:

\[
\begin{aligned}
\mathrm{Cov}&\simeq\frac1V\int_{r_x>0}C(r)\,\frac{r_x}{L}\left(1-\frac{|r_y|}L\right)\left(1-\frac{|r_z|}L\right)d^3r\\
&\simeq\frac{\sigma_0^2}{2}\left[\frac{3a}{2L}-\frac{16a^2}{\pi L^2}+\frac{15a^3}{\pi L^3}\right].
\end{aligned}
\]

The middle term is \(2\times8a^2/\pi\), from the two cross products. Dividing by \(\sigma^2\) gives a correlation coefficient of 0.040 at \(L=20\) nm.

To first order each face neighbour takes \(3a/(4L)\) of \(\sigma_0^2\), and six of them take \(9a/(2L)\), which is the first correction in (3). This is part of a sum rule. If cubes tile all space, the covariances of one cube with itself and all others add up to

\[
\frac1{V^2}\int_Vd^3x\int_{\text{all}}d^3y\,C(|\mathbf x-\mathbf y|)=\frac1V\int C\,d^3r=\sigma_0^2 .
\]

This settles which width to use. The porosity of a single cell has spread \(\sigma=2.29\) points. If cells are drawn independently and the quantity of interest is an average over a region many cells wide in all three directions, the width \(\sigma_0=2.57\) points is better, since it makes up for the discarded correlations. In a long single row, each cell has only two of its six face neighbours, and the width that reproduces the variance of the row's average is 2.38 points, closer to \(\sigma\). An 80 nm cube contains 64 cells. Independent draws give \(2.288/8=0.286\) points with the first width and \(2.569/8=0.321\) with the second, while the model's value is 0.312.

## A microstructure with this covariance

A covariance written down freely need not belong to any two-phase medium. This one does. Let random isotropic planes, placed by a Poisson process, cut every line on average \(1/a\) times per unit length. Make each resulting cell pore with probability \(p\), independently. Two points at distance \(r\) lie in the same cell if no plane cuts the segment between them, which has probability \(e^{-r/a}\). Their indicators are then equal and contribute \(p(1-p)\) to the covariance; in different cells they are independent and contribute nothing. The result is \(C(r)=p(1-p)e^{-r/a}\).

A simulation of 700 such mosaics, each coloured 10 times and sampled on \(20^3\) points in the 20 nm cube, gave a spread of 2.28 points with a statistical error of about 0.02. Because the grid step equals \(a\), the exact expectation for this grid, the sum of \(C\) over all pairs of grid points, is 2.31 points instead of the 2.29 of (3). The simulation agrees with both within two standard errors and lies clearly below 2.57. At a separation of 1 nm the same-cell probability was 0.364, against \(e^{-1}=0.368\). The share of cubes within one \(\sigma\) of the mean was 0.71, a little above the 0.68 of a normal distribution.

## How much rests on the exponential tail

The initial slope of \(C\) is tied to the internal surface per volume, \(s\). A short segment of length \(r\) crosses the interface with probability \(s r\,\overline{|n_z|}=sr/2\). The probability that its ends lie in different phases is also \(\langle(I-I')^2\rangle=2[C(0)-C(r)]\simeq-2C'(0)r\). Equating the two,

\[
s=-4C'(0)=\frac{4p(1-p)}a=0.84\ \text{nm}^{-1}.
\]

Porosity and surface together do not fix the tail. Take instead overlapping spherical pores of radius \(R\) with Poisson-distributed centres. A point is solid if no centre lies within \(R\), with probability \(e^{-\eta}=1-p\), where \(\eta\) is the mean number of centres in one sphere volume. Two points are both solid if the union of two spheres around them is empty of centres. For \(r<2R\) that union has \(1+3r/(4R)-r^3/(16R^3)\) sphere volumes, so

\[
C(r)=\exp\left[-\eta\left(1+\frac{3r}{4R}-\frac{r^3}{16R^3}\right)\right]-(1-p)^2,
\]

and \(C=0\) beyond \(2R\). Pore and solid indicators have the same covariance, since they add to one. The initial slope is \(-3\eta(1-p)/(4R)\). Setting it equal to \(-p(1-p)/a\) gives \(R=3\eta a/(4p)=0.89\) nm.

At the same porosity, surface and cube edge, (1) now gives 0.80 points instead of 2.29. A simulation of this medium in a 10 nm cube gave 2.21 points, against 2.19 from the integral and 2.21 from the corresponding sum over its 0.5 nm sampling grid. The covariance ends at 1.8 nm, so the long-range part that dominated the exponential case is absent. This explains only part of the drop: cutting the exponential integral off at the same distance would still leave 1.26 points in the 20 nm cube. The rest comes from the faster fall of the sphere covariance before it ends; at 1 nm it is already down to 0.58 of the exponential one.

## Beside a real film

The parameters are round values in the regime of porous organosilicate dielectrics, with roughly 30 percent porosity, pores of the order of a nanometre and line spacings near 20 nm; films used at the tightest spacings are often less porous than this. The decay length is not the pore size: for \(a=1\) nm the mean pore chord is \(4p/s=a/(1-p)=1.4\) nm, and the mosaic cell around a random point has mean volume \(8\pi a^3=25\ \text{nm}^3\), that of a sphere 3.6 nm across. Statistical homogeneity can also fail near etched walls, where processing alters the film. One assumption open to doubt in such films is the exponential form of \(C\), since pore shape and arrangement depend on how the porosity was made; the sphere model shows that this can move the spread by a factor of almost three. The decay length also matters: with all else fixed, 0.8 nm gives 1.7 points and 1.5 nm gives 4.0. A real film may also drift in mean porosity. An assumed independent drift with a standard deviation of one point raises the total to \(\sqrt{2.29^2+1^2}=2.50\) points. The sharp pore wall loses its meaning at atomic distances, but separations below 0.3 nm supply only 0.4 percent of the covariance integral. For a particular film, the first quantity to determine is therefore \(\int C\,d^3r\), including its tail; porosity and internal surface alone leave the spread open. The integral fixes \(\sigma_0\), while the finite-cube correction still depends on the shape of \(C\): overlapping spheres enlarged to \(R=1.89\) nm, which gives them the same integral as the exponential, have a spread of 2.39 points at 20 nm instead of 2.29.

## Computed results

```
mean porosity p = 0.30; decay length a = 1.0 nm; cube edge L = 20 nm
point variance p(1-p) = 0.210
correlation volume 8 pi a^3 = 25.13 nm^3
cube volume = 8000 nm^3
independent blocks L^3/(8 pi a^3) = 318.3
leading variance = 6.597e-04
leading spread = 2.569 points
bracket terms = +1.00000, -0.22500, +0.01910, -0.00060
bracket sum = 0.7935
finite-cube variance = 5.235e-04
finite-cube spread = 2.288 points
leading spread too large by 12.3 percent
spread if blocks were a^3 = 0.512 points
edge (nm): leading, formula, quadrature spread (points)
  10: 7.2649, 5.7279, 5.7281
  20: 2.5685, 2.2880, 2.2880
  40: 0.9081, 0.8578, 0.8578
  80: 0.3211, 0.3121, 0.3121
integral share from r > 3a = 0.423
C(3a)/C(0) = 0.0498
simulated mosaics = 700, colourings each = 10
lag (nm): simulated same-cell probability, exp(-r/a)
  1.000: 0.3636, 0.3679
  2.000: 0.1318, 0.1353
  3.000: 0.0475, 0.0498
  1.732: 0.1749, 0.1769
simulated mean porosity = 0.2996
simulated spread = 2.276 points
simulated share within one formula spread = 0.707
Neglected effects:
internal surface per volume = 0.840 nm^-1
sphere radius at equal surface = 0.892 nm
overlapping-sphere spread, 20 nm cube = 0.802 points
overlapping spheres, 10 nm cube: formula 2.189, simulated 2.208 points
spread for decay length 0.8 nm = 1.676 points
spread for decay length 1.5 nm = 3.958 points
integral share from r < 0.3 nm = 0.0036
correlation of face-sharing cubes = 0.0396
spread with assumed 1-point film drift = 2.497 points
```
